Lowest level of an electron in a 2 nm well

**Question**

I am reading about thin metal films whose preferred thickness depends on the quantum states of their electrons. An exercise asks me to show that a free electron confined in an infinite well 2 nm wide has a lowest confinement energy of 0.094 eV.

I argued that the wave has to fit into the well, so I set the wavelength equal to the width, λ = L. With p = h/λ and E = p²/(2m) this gives h²/(2mL²), which comes out as 0.376 eV, four times too large. Where does the factor of four come from? Why can't the electron simply sit still with zero energy? And does 0.094 eV tell me anything about a real film, where the walls are surely not infinite?

**Answer**

Your wave does fit, but it is not the longest one that fits. The walls require the wave function to vanish at both ends, and half a wavelength already does that. To see that nothing lower exists, solve the problem from the start.

**The equation and the walls**

Let the walls stand at x = 0 and x = L. Between them the potential energy is zero, so all energies below are measured from the bottom of the well. A stationary state obeys

−(ħ²/2m) ψ'' = E ψ,  0 < x < L,

where m is the free-electron mass and ħ = h/(2π).

The boundary conditions follow from a wall of finite height V > E, made higher and higher. To the left of x = 0 the equation reads ψ'' = κ²ψ, with κ² = 2m(V − E)/ħ². The solution that does not grow away from the well is ψ = D exp(κx), for which ψ' = κψ. Since ψ and ψ' are continuous at a finite step,

ψ(0) = ψ'(0)/κ.

As V grows without limit, so does κ, while the slope of a state of fixed energy stays finite. Hence ψ(0) = 0, and the same argument on the right gives ψ(L) = 0.

**Why the electron cannot have zero energy**

Multiply the equation by ψ* and integrate across the well:

−(ħ²/2m) ∫ψ*ψ'' dx = E ∫|ψ|² dx.

Integration by parts gives

∫ψ*ψ'' dx = [ψ*ψ'] − ∫|ψ'|² dx,

where the bracket is taken between 0 and L. It vanishes because ψ is zero at both walls. Therefore

E ∫|ψ|² dx = (ħ²/2m) ∫|ψ'|² dx.

The right side cannot be negative, so neither can E. If E were zero, ψ' would have to vanish everywhere and ψ would be constant. A constant that is zero at the walls is zero throughout, which means no electron. So E > 0.

This is the physical content of confinement energy. The wave function must rise from zero and return to zero within the width L, so it must have a slope, and slope costs kinetic energy.

**The allowed energies**

For E > 0 define k by k² = 2mE/ħ², with k > 0. The equation becomes ψ'' = −k²ψ, and its general solution is

ψ = A sin kx + B cos kx.

At the left wall ψ(0) = B, so B = 0. At the right wall

A sin kL = 0.

A cannot vanish as well, or no state is left. Hence sin kL = 0 and

kL = nπ,  n = 1, 2, 3, …

The value n = 0 would give k = 0, which has been excluded. Negative n would only reverse the sign of ψ, which is the same state. Solving k² = 2mE/ħ² for the energy,

E_n = ħ²k²/(2m) = ħ²π²n²/(2mL²).

With ħ² = h²/(4π²), the factors of π² cancel:

E_n = n²h²/(8mL²).

The amplitude follows from normalization. Since sin² = (1 − cos 2kx)/2, and the cosine integrates to zero over the well,

∫A² sin²(nπx/L) dx = A²L/2 = 1,

so A = √(2/L).

The wavelength is λ = 2π/k = 2L/n. The lowest state has n = 1 and λ = 2L, which is 4 nm here. Your choice λ = L is n = 2, the second level. Halving the wavelength doubles k and quadruples the energy, and that is your factor of four.

**The number**

In SI units the denominator is

8mL² = 8 × 9.109384×10⁻³¹ kg × (2.0×10⁻⁹ m)² = 2.9150×10⁻⁴⁷ kg m².

The numerator is h² = (6.626070×10⁻³⁴ J s)² = 4.3905×10⁻⁶⁷ J² s². Dividing,

E_1 = 1.506×10⁻²⁰ J.

One electronvolt is 1.602177×10⁻¹⁹ J, so

E_1 = 0.0940 eV,

as was to be shown. A shortcut for other widths is h²/(8m) = 0.37603 eV nm², to be divided by L² in nm²:

E_1 = 0.37603/4 eV = 0.0940 eV.

Doubling the width divides the energy by four. For L → ∞ all the E_n at fixed n go to zero and the levels close up into the continuum of a free electron.

**A check with a different curve**

Take the parabola φ = x(L − x), which also vanishes at both walls. Expand it in the normalized states found above, φ = Σ c_n ψ_n. Its mean energy is Σ|c_n|²E_n / Σ|c_n|², an average of the levels with positive weights, so it cannot lie below E_1. The two integrals needed are

∫(φ')² dx = ∫(L − 2x)² dx = L³/3,

∫φ² dx = ∫(L²x² − 2Lx³ + x⁴) dx = L⁵(1/3 − 1/2 + 1/5) = L⁵/30.

Their ratio is 10/L², and the mean energy is

(ħ²/2m)(10/L²) = (10/π²) E_1 = 0.0952 eV.

This upper bound lies 1.3 % above E_1, as it should for a curve that resembles half a sine wave. As a second check, the second derivative was replaced by finite differences with a spacing of 0.001 nm and the resulting matrix was diagonalized. Its lowest eigenvalue was 0.09401 eV, with none at or below zero.

**What the level means in a film**

A film confines electrons along its normal, x, but leaves them free to move in its plane. Try the product ψ_n(x) exp(iqy), with y along the in-plane motion. The two second derivatives give −(nπ/L)² and −q² times the same function, so

E = E_n + ħ²q²/(2m).

Each n therefore starts a whole band of energies, called a subband, whose bottom is E_n. The 0.094 eV is the bottom of the lowest subband. It is not the energy of the electrons at the Fermi level, whose total wave number √(k² + q²) is much larger.

Silver serves as an example, because its outer electron is roughly free. Take a free-standing film with (100) faces, a cubic lattice constant of about 0.41 nm and a work function of about 4.5 eV; both are rough typical values. The cubic cell holds four atoms, each giving one electron:

density = 4/(0.41 nm)³ = 58.0 nm⁻³.

In the bulk, electrons fill a sphere of radius k_F in k-space. There is one k-point per (2π)³ of k-space for unit volume, and two spins per point, so

density = 2 × (4π/3)k_F³/(2π)³ = k_F³/(3π²).

This gives k_F = (3π² × 58.0)^(1/3) nm⁻¹ = 11.98 nm⁻¹ and a Fermi energy E_F = ħ²k_F²/(2m) = 5.47 eV above the well bottom. I hold this E_F fixed as the thickness changes, as if the film were in contact with a large reservoir of electrons. A truly isolated film would have to stay neutral instead, and its Fermi level would shift with thickness. At 2 nm it would lie about 0.38 eV above the bulk value with hard walls, and about 0.1 eV above it with the finite walls treated below. This can change the count of occupied subbands by one (with hard walls at 2.05 nm, from seven to eight). That shift is left out here.

A subband has its bottom below E_F if nπ/L < k_F, that is, if n < k_F L/π. For L = 2 nm this ratio is 7.63, so with hard walls seven subbands are occupied at low temperature. Neighbouring bottoms are separated by

E_{n+1} − E_n = [(n + 1)² − n²] E_1 = (2n + 1) E_1.

Between n = 7 and n = 8, the pair on either side of E_F, this is 15 × 0.0940 eV = 1.41 eV. The small energy E_1 thus sets a much larger spacing where the filling changes.

**The link with growth**

Each time L increases by

π/k_F = 0.262 nm,

one more subband bottom drops below E_F. To see what this does to the film's energy, count states in the plane. For one subband and unit area, both spins included, the number with in-plane wave number below q is 2 × πq²/(2π)² = q²/(2π). Since q² = 2m(E − E_n)/ħ², there are m/(πħ²) states per unit energy. With a reservoir at E_F, the quantity to be minimized at zero temperature is the electrons' energy minus E_F times their number. One occupied subband contributes

∫ (E − E_F) m/(πħ²) dE = −m(E_F − E_n)²/(2πħ²),

integrated from E_n to E_F. An empty subband contributes nothing. At the thickness where E_n = E_F, this term and its first derivative with respect to L are zero, but its second derivative is −(m/πħ²)(dE_n/dL)², which is not. The curvature of the energy against thickness therefore jumps each time a subband enters, and the jumps repeat every π/k_F. Once the part linear in L is removed, the summed energy has minima spaced by about π/k_F. Near 2 nm they are only about 10 meV deep per surface atom, and they weaken as the film thickens. This is how, in this model, the electrons can make some thicknesses more favourable than others. Whether they decide the growth also depends on strain, on the interface and on how easily atoms move, none of which is in this model.

Real thickness comes in whole layers. For (100) faces one layer is half the lattice constant, 0.205 nm, so each added layer raises k_F L/π by 0.205/0.262 = 0.78. In this model most added layers bring in a new subband, and about one in four or five brings none.

**How far the ideal walls are from real ones**

An electron at the well bottom needs E_F plus the work function to leave the metal, so the walls of this film are about 5.47 + 4.5 = 9.97 eV high. Call this height V and define k_0² = 2mV/ħ². Inside, write ψ = sin(kx + α). Outside on the left ψ' = κψ as before, now with κ² = k_0² − k². Matching ψ'/ψ at x = 0 gives

k cot α = κ,  so  tan α = k/κ  and  sin α = k/√(k² + κ²) = k/k_0.

On the right the wave decays to the right, so ψ'/ψ = −κ at x = L:

k cot(kL + α) = −κ = −k cot α.

Since cot(π − α) = −cot α, the lowest state has kL + α = π − α, or

kL = π − 2 arcsin(k/k_0).

For a deep well k/k_0 is small and the arcsine is close to its argument. Then k(L + 2/k_0) ≈ π, which is the hard-wall condition for a well widened by 1/k_0 on each side. Here 1/k_0 = 0.0618 nm, and

E ≈ 0.0940 eV × (2/2.1236)² = 0.0834 eV.

The full condition gives the same value to the digits shown. The finite walls lower the level by 11 %, because the wave leaks a little into them and is less tightly bent. As V → ∞, 1/k_0 → 0 and the ideal result returns.

The walls also affect the count of occupied subbands. For level n the matching condition is kL = nπ − 2 arcsin(k/k_0), so its bottom lies below E_F if n < k_F L/π + (2/π) arcsin(k_F/k_0) = 7.63 + 0.53 = 8.16. With finite walls eight subbands are occupied instead of seven. The added term does not depend on L, so the thickness period π/k_F is unchanged.

**Other effects, sized for the same film**

*Thickness.* Two nanometres is about ten layers. One more layer, with hard walls kept, gives 0.0940 eV × (2/2.205)² = 0.0773 eV, a fall of 18 %. An error of one layer in the thickness thus matters more than the finite walls.

*Effective mass.* The crystal potential can change the mass that governs motion along the normal. Since E_1 is proportional to 1/m, a mass of 0.9 m, chosen for illustration and not as a value for silver, gives 0.0940/0.9 = 0.1045 eV, a rise of 11 %. If the normal is a principal axis of the mass tensor, the in-plane masses do not enter E_1.

*Temperature.* At 300 K, k_BT = 0.0259 eV. This is about one eleventh of E_2 − E_1 = 0.282 eV, and far less than the 1.41 eV found with hard walls between the subband bottoms on either side of E_F. Heat does not move the levels of a rigid well; it changes their occupation, and here it does not blur neighbouring subbands together.

*A substrate.* A grown film rests on something, and electrons may pass into it. Suppose a fraction T of the probability is transmitted at each encounter with the interface, with T ≪ 1. The electron returns there after a time 2L/v, where v = ħk/m = πħ/(mL), so it escapes at the rate Tv/(2L). A state that decays at a given rate has an energy width of ħ times that rate:

Γ ≈ ħTv/(2L) = Tπħ²/(2mL²) = T E_1/π.

To test this, keep the hard wall at x = 0 and replace the other by a very thin barrier at x = L, across which the slope of ψ jumps by 2gψ(L), with g = 10/L. For an incoming wave exp(ikx), let r and t be the reflected and transmitted amplitudes, with phases measured from the barrier. Continuity gives 1 + r = t, and the jump gives ikt − ik(1 − r) = 2gt. Eliminating r,

t = ik/(ik − g),  T = |t|² = k²/(k² + g²).

At k = π/L this is T = 0.090, and the estimate is Γ ≈ 0.090 × 0.0940/π eV = 0.0027 eV. Solving for the decaying state itself, with only an outgoing wave beyond the barrier, gives 0.0023 eV. The estimate is 15 % too high here; with a barrier ten times stronger the two agree to within 3 %. The barrier is a test case and does not describe a particular substrate. The estimate is meant only for small T. As T approaches 1, the width becomes comparable with the energy of the level itself, which is then no longer sharp.

**How to read the 0.094 eV**

For the well as posed, the result follows from the Schrödinger equation without approximation. For a real silver film it is only a scale. The lowest subbands lie 5 eV or more below the Fermi level, in the energy range of silver's d bands, and there the free-electron picture is less reliable than near the Fermi level. Among the changes sized above, the finite walls are present in any such film and move the number by about a tenth. The well width is also not quite the metal's thickness, since the electron density does not end sharply at the last plane of atoms. The detailed crystal potential, silver's d electrons, the gradual rise of the surface barrier and the rearrangement of charge are left out and have not been sized here. The numerical output lists the main values used above.

Table of computed values

```
IDEAL WELL
Planck constant h = 6.626070e-34 J s
electron mass m = 9.109384e-31 kg
elementary charge = 1.602177e-19 C
well width L = 2.0 nm
wave number pi/L = 1.5708 1/nm
h^2/(8m) = 0.37603 eV nm^2
E_1 = 1.5062e-20 J
E_1 from formula = 0.09401 eV
E_1 from grid diagonalization = 0.09401 eV
trial-function energy = 0.09525 eV
trial energy above E_1 by 1.32 %
E_2 = 0.3760 eV
E_2 - E_1 = 0.2820 eV
SILVER FILM, ROUGH INPUTS
lattice constant = 0.41 nm
work function = 4.5 eV
electron density = 58.0 1/nm^3
Fermi wave number = 11.98 1/nm
bulk Fermi energy = 5.47 eV
k_F L/pi = 7.63
subband bottoms below Fermi energy = 7
subband spacing across Fermi energy = 1.41 eV
thickness period pi/k_F = 0.262 nm
NEGLECTED EFFECTS
wall height = 9.97 eV
penetration length 1/k_0 = 0.0618 nm
E_1 with finite walls = 0.0834 eV
change from finite walls = -11.3 %
E_1 from widened hard-wall well = 0.0834 eV
one atomic layer = 0.205 nm
E_1 with one more layer = 0.0773 eV
change from one more layer = -17.7 %
illustrative mass ratio = 0.9
E_1 with that mass = 0.1045 eV
change from that mass = 11.1 %
k_B T at 300 K = 0.0259 eV
model interface transmission = 0.090
level width, simple estimate = 0.00269 eV
level width, outgoing-wave state = 0.00234 eV
```
